# The AB₂ spin system: nine lines, one ratio, and the inverse problem: a numerical check

```python
"""AB2 spin system: one spin-1/2 A, two equivalent spins-1/2 B, energies in Hz.
H = nuA*Az + nuB*(B1z+B2z) + J*A.(B1+B2) + JBB*B1.B2
Claim: nine lines with closed-form positions and intensities; the pattern in
(nu-nuB)/delta depends only on x = J/delta, delta = nuA-nuB > 0; and
nuA = n3, nuB = (n5+n7)/2, |J| = (n1-n4+n6-n8)/3, with lines n1 > ... > n9.
The closed forms are tested against diagonalisation of the full 8x8 matrix.
"""
import numpy as np

sz = np.diag([0.5, -0.5])
sp = np.array([[0.0, 1.0], [0.0, 0.0]])
one = np.eye(2)


def place(op, site):
    factors = [one, one, one]
    factors[site] = op
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


Z = [place(sz, k) for k in range(3)]
P = [place(sp, k) for k in range(3)]
I_PLUS = P[0] + P[1] + P[2]


def dot(i, j):
    return Z[i] @ Z[j] + 0.5 * (P[i] @ P[j].T + P[i].T @ P[j])


def spectrum(nuA, nuB, J, JBB=7.3):
    """Positions (descending) and intensities from full diagonalisation."""
    H = (nuA * Z[0] + nuB * (Z[1] + Z[2]) + J * (dot(0, 1) + dot(0, 2))
         + JBB * dot(1, 2))
    E, V = np.linalg.eigh(H)
    strength = (V.T @ I_PLUS @ V) ** 2
    final, initial = np.where(strength > 1e-15)
    freq = E[final] - E[initial]
    order = np.argsort(-freq)
    return freq[order], strength[final, initial][order]


def closed_form(nuA, nuB, J):
    """Derived positions and intensities, plus R+, R-, theta+, theta-."""
    d = nuA - nuB
    M = (nuA + nuB) / 2
    Rp = np.sqrt((d + J / 2) ** 2 + 2 * J**2)
    Rm = np.sqrt((d - J / 2) ** 2 + 2 * J**2)
    tp = 0.5 * np.arctan2(np.sqrt(2) * J, d + J / 2)
    tm = 0.5 * np.arctan2(np.sqrt(2) * J, d - J / 2)
    cp, s_p, cm, s_m = np.cos(tp), np.sin(tp), np.cos(tm), np.sin(tm)
    r2 = np.sqrt(2)
    pos = np.array([
        M + 0.75 * J + Rp / 2, nuB + (Rp + Rm) / 2, nuA,
        M - 0.75 * J + Rm / 2, nuB + (Rp - Rm) / 2,
        M + 0.75 * J - Rp / 2, nuB - (Rp - Rm) / 2,
        M - 0.75 * J - Rm / 2, nuB - (Rp + Rm) / 2])
    amp = np.array([
        cp - r2 * s_p, r2 * np.sin(tp - tm) + cp * cm, 1.0,
        cm + r2 * s_m, r2 * np.cos(tp - tm) + cp * s_m,
        r2 * cp + s_p, r2 * np.cos(tp - tm) - s_p * cm,
        r2 * cm - s_m, r2 * np.sin(tp - tm) + s_p * s_m])
    return pos, amp**2, (Rp, Rm, tp, tm)


def recover(n):
    """nuA, nuB, |J| from the eight main positions in descending order."""
    return n[2], (n[4] + n[6]) / 2, (n[0] - n[3] + n[5] - n[7]) / 3


nuA, nuB, J = 1230.0, 1200.0, 12.0
delta = nuA - nuB

# Positions, order, intensities, sum rules and inversion from weak to strong coupling
for x in (0.01, 0.1, 0.4, 2 / 3, 1.0, 2.0, 5.0):
    Jx = x * delta
    n, w = spectrum(nuA, nuB, Jx)
    pos, inten, _ = closed_form(nuA, nuB, Jx)
    assert len(n) == 9
    assert np.allclose(n, pos, rtol=0, atol=1e-8)
    assert np.allclose(w, inten, rtol=0, atol=1e-8)
    assert abs(w.sum() - 12) < 1e-9
    assert abs((w @ n) / 12 - (nuA + 2 * nuB) / 3) < 1e-8
    assert np.allclose(recover(n[:8]), (nuA, nuB, Jx), rtol=0, atol=1e-8)
    assert np.allclose([n[0] - n[1], n[2] - n[3]], n[5] - n[6], atol=1e-8)
    assert abs((n[1] - n[3]) - (n[4] - n[7])) < 1e-8
    sq_p, sq_m = (n[0] - n[5]) ** 2, (n[3] - n[7]) ** 2
    assert abs(sq_p - sq_m - 2 * delta * Jx) < 1e-6
    assert abs(sq_p + sq_m - 2 * delta**2 - 4.5 * Jx**2) < 1e-6
    # neither the sign of J nor the coupling inside the B pair is visible
    for other in (spectrum(nuA, nuB, -Jx), spectrum(nuA, nuB, Jx, -3.1)):
        assert len(other[0]) == 9
        assert np.allclose(other[0], n, rtol=0, atol=1e-8)
        assert np.allclose(other[1], w, rtol=0, atol=1e-8)

# Weak-coupling laws for the combination line and the small splittings
xw = 0.01
n, w = spectrum(nuA, nuB, xw * delta)
weak_ratio = w[8] / (xw**4 / 4)
assert abs(weak_ratio - 1) < 0.01
assert abs(n[8] - (2 * nuB - nuA)) < 0.01
unit = delta * xw**2
assert np.allclose([(n[4] - n[5]) / unit, (n[6] - n[7]) / unit,
                    (n[1] - n[2]) / unit], [0.5, 0.5, 1.0], atol=0.03)

# Pattern: same x gives the same reduced spectrum, different x does not
lines, weights = spectrum(nuA, nuB, J)
reduced = (lines - nuB) / delta
nuA2, nuB2 = 2 * nuA, 2 * nuB
delta2 = nuA2 - nuB2
same_n, same_w = spectrum(nuA2, nuB2, 2 * J)
field_n, field_w = spectrum(nuA2, nuB2, J)
same_dev = np.max(np.abs((same_n - nuB2) / delta2 - reduced))
field_dev = np.max(np.abs((field_n - nuB2) / delta2 - reduced))
assert same_dev < 1e-9 and np.allclose(same_w, weights, atol=1e-9)
assert field_dev > 0.01

# Mirror image when A lies below B by the same amount
mirror_n, mirror_w = spectrum(nuB - delta, nuB, J)
assert np.allclose(mirror_n[::-1] - nuB, nuB - lines, atol=1e-8)
assert np.allclose(mirror_w[::-1], weights, atol=1e-8)

# Greatest intensity of the combination line
xs = np.arange(0.02, 5.0, 0.01)
combo = []
for x in xs:
    n, w = spectrum(nuA, nuB, x * delta)
    assert len(n) == 9
    combo.append(w[8])
best = int(np.argmax(combo))
assert 0 < best < len(xs) - 1

# Inversion from positions read to 0.1 Hz; each reading is off by at most 0.05 Hz
read = np.round(lines[:8], 1)
gotA, gotB, gotJ = recover(read)
assert abs(gotJ - J) <= 4 * 0.05 / 3 + 1e-9
assert abs((gotA - gotB) - delta) <= 0.1 + 1e-9
gaps = (lines[0] - lines[1], lines[2] - lines[3], lines[5] - lines[6])
wrong = (lines[6] - lines[7], lines[4] - lines[5], lines[1] - lines[2])
assert max(wrong) - min(wrong) > 0.5

Rp, Rm, tp, tm = closed_form(nuA, nuB, J)[2]
print(f"Input: nuA = {nuA:.1f} Hz, nuB = {nuB:.1f} Hz, J = {J:.1f} Hz")
print(f"delta = {delta:.1f} Hz, x = J/delta = {J/delta:.3f}")
print(f"R+ = {Rp:.4f} Hz, R- = {Rm:.4f} Hz")
print(f"theta+ = {np.degrees(tp):.3f} deg, theta- = {np.degrees(tm):.3f} deg")
print("line, position (Hz), (nu-nuB)/delta, intensity (sum 12)")
for k in range(9):
    print(f"{k+1}  {lines[k]:.3f}  {reduced[k]:+.4f}  {weights[k]:.4f}")
print(f"Sum of intensities = {weights.sum():.4f}")
print(f"Intensity-weighted mean position = {weights @ lines / 12:.3f} Hz")
print("Positions read to 0.1 Hz, lines 1-4:", *[f"{v:.1f}" for v in read[:4]])
print("Positions read to 0.1 Hz, lines 5-8:", *[f"{v:.1f}" for v in read[4:]])
print(f"Recovered nuA = {gotA:.2f} Hz, nuB = {gotB:.2f} Hz")
print(f"Recovered delta = {gotA-gotB:.2f} Hz, |J| = {gotJ:.3f} Hz")
print(f"Recovered |J|/delta = {gotJ/(gotA-gotB):.4f}")
print("Gaps 1-2, 3-4, 6-7 (Hz):", *[f"{g:.3f}" for g in gaps])
print("Same gaps read from wrong end (Hz):", *[f"{g:.3f}" for g in wrong])
print(f"delta and J doubled: largest reduced shift < 1e-9: {same_dev < 1e-9}")
print(f"Only delta doubled: delta = {delta2:.1f} Hz, x = {J/delta2:.3f}")
print(f"  largest change of a reduced position = {field_dev:.4f}")
print(f"  combination-line intensity = {field_w[8]:.6f} (sum 12)")
print(f"Combination line at x = {xw}: intensity/(x^4/4) = {weak_ratio:.5f}")
print(f"Greatest combination intensity = {combo[best]:.5f} (sum 12)")
print(f"  reached near x = {xs[best]:.2f}, {100*combo[best]/12:.3f} % of total")
print("OK")
```

Printed output:

```
Input: nuA = 1230.0 Hz, nuB = 1200.0 Hz, J = 12.0 Hz
delta = 30.0 Hz, x = J/delta = 0.400
R+ = 39.7995 Hz, R- = 29.3939 Hz
theta+ = 12.620 deg, theta- = 17.632 deg
line, position (Hz), (nu-nuB)/delta, intensity (sum 12)
1  1243.900  +1.4633  0.4447
2  1234.597  +1.1532  0.6503
3  1230.000  +1.0000  1.0000
4  1220.697  +0.6899  1.9082
5  1205.203  +0.1734  2.9050
6  1204.100  +0.1367  2.5553
7  1194.797  -0.1734  1.4414
8  1191.303  -0.2899  1.0918
9  1165.403  -1.1532  0.0033
Sum of intensities = 12.0000
Intensity-weighted mean position = 1210.000 Hz
Positions read to 0.1 Hz, lines 1-4: 1243.9 1234.6 1230.0 1220.7
Positions read to 0.1 Hz, lines 5-8: 1205.2 1204.1 1194.8 1191.3
Recovered nuA = 1230.00 Hz, nuB = 1200.00 Hz
Recovered delta = 30.00 Hz, |J| = 12.000 Hz
Recovered |J|/delta = 0.4000
Gaps 1-2, 3-4, 6-7 (Hz): 9.303 9.303 9.303
Same gaps read from wrong end (Hz): 3.494 1.103 4.597
delta and J doubled: largest reduced shift < 1e-9: True
Only delta doubled: delta = 60.0 Hz, x = 0.200
  largest change of a reduced position = 0.2454
  combination-line intensity = 0.000335 (sum 12)
Combination line at x = 0.01: intensity/(x^4/4) = 0.99955
Greatest combination intensity = 0.01461 (sum 12)
  reached near x = 1.14, 0.122 % of total
OK
```
